Gallavotti–Cohen symmetry of heat transfer through a harmonic junction

## Counting the heat and scattering the vibrations

Two large bodies at different temperatures are joined by a few vibrating atoms. On average heat flows from the hotter body to the colder one. Over a finite time, however, the transferred heat is a random quantity, and now and then the colder body loses energy to the hotter one. How much rarer is a transfer against the temperature difference than an equal transfer along it? For a harmonic junction the answer follows from the full statistics of the transferred heat. At long times the ratio depends on the two bath temperatures, while the springs and masses of the junction drop out of it. The conditions for this matter, because energy held initially in the junction and its coupling can spoil it for large enough transfers, and for smaller ones the hotter the junction starts.

Use mass-weighted coordinates x with momenta p, and units in which ħ = k_B = 1. The Hamiltonian is

H = ½ pᵀp + ½ xᵀKx,

where K is real, symmetric and positive. Divide the atoms into a left bath L, a junction C and a right bath R. The diagonal blocks of K define the separate Hamiltonians

H_α = ½ p_αᵀp_α + ½ x_αᵀK_αx_α, α = L, C, R,

and the remaining blocks give the coupling

V = x_LᵀK_LC x_C + x_RᵀK_RC x_C.

The baths do not couple directly to each other. Before time zero the three parts are separate and each is in its own Gibbs state, so that

ρ = Π_α e^(−β_αH_α)/Z_α, with β_α = 1/T_α.

At time zero the coupling is switched on, and the whole system then evolves with U = e^(−iHt).

Heat is defined by two projective measurements of H_L. The first, at time zero, gives E; the second, at time t, gives E′. The energy lost by the left bath is Q = E − E′. With Π_E the projector on the eigenspace of H_L with energy E, the joint probability is

P(E, E′) = Tr[Π_E′ U Π_E ρ Π_E U†].

The generating function with a real counting parameter u is the average of e^(uQ). Because ρ commutes with H_L, the sum over E turns Π_EρΠ_E into e^(uH_L)ρ, and the sum over E′ gives e^(−uH_L). Cyclic reordering of the trace then yields

Z_t(u) = ⟨e^(uQ)⟩ = Tr[ρ e^(uH_L) U† e^(−uH_L) U].

The quantity of interest is its growth rate,

G(u) = lim (1/t) ln Z_t(u), t → ∞,

taken after the baths have been made infinite, so that no reflection returns from their far ends. The derivatives of G at u = 0 are the cumulants of Q per unit time. With

A = β_R − β_L,

which is positive when the left bath is hotter, the claim is

G(u) = G(−A − u).

An identity valid at every finite time shows where this comes from. Count the energy lost by all three parts, with parameters v = (v_L, v_C, v_R), and write v·H for Σ_α v_αH_α. The same reasoning as before gives

χ_t(v) = (1/Z) Tr[e^(−(β−v)·H) U† e^(−v·H) U], Z = Z_L Z_C Z_R.

Now replace v by β − v. The two exponents change places:

χ_t(β−v) = (1/Z) Tr[e^(−v·H) U† e^(−(β−v)·H) U]
= (1/Z) Tr[e^(−(β−v)·H) U e^(−v·H) U†].

The second line is a cyclic permutation. It differs from χ_t(v) by the exchange of U and U†. Complex conjugation in the coordinate representation leaves every H_α and H unchanged, since they are real there, and it turns U into U†. It also turns a trace into its complex conjugate. The trace here is real, because it contains two positive operators, one of them conjugated by a unitary operator. Hence

χ_t(v) = χ_t(β − v),

provided both sides are finite. For the finite chain described below, the two logarithms agree to 2×10⁻¹³.

To pass from this identity to G, use energy conservation. The sum H_L + H_C + H_R + V does not change after time zero, so adding the same number to all three v_α counts only the change of V. If the averages are not dominated by rare, very large energies in the junction or the coupling, neither this change nor the junction energy contributes to a rate per unit time. The growth rate then depends on v_L − v_R alone. Setting v_L − v_R = u, the map v → β − v sends u to β_L − β_R − u = −A − u, which is the claimed symmetry. This argument shows the origin of the result but leaves G unknown, and it rests on the stated assumption about rare energies. An explicit formula for G settles the symmetry frequency by frequency. It requires the scattering of vibrations by the junction.

Let φ_αm(ω) be the real normal modes of the isolated bath α, with K_αφ = ω²φ. The label m distinguishes channels at the same frequency, and the modes are normalized to δ(ω−ω′)δ_mm′. The coordinate of one mode is X = φᵀx_α, and its annihilation operator is

a = (ωX + iẊ)/√(2ω), so that X = (a + a†)/√(2ω).

With the junction attached, the mode is driven by the force −F, where F = φᵀK_αC x_C:

Ẍ = −ω²X − F.

Differentiating a and inserting this equation gives

ȧ = (ωẊ − iω²X − iF)/√(2ω) = −iωa − iF/√(2ω).

The factor e^(iωt) removes the free rotation. Integration over all times then connects the amplitude a before scattering with the amplitude b after it:

b = a − (i/√(2ω)) ∫ dt e^(iωt) F(t).

The force requires the junction motion. At frequency ω the equations of motion of bath and junction are

ω²x_α = K_αx_α + K_αC x_C,
ω²x_C = K_Cx_C + Σ_α K_Cα x_α.

The causal solution of the first is the free incoming motion plus g_αK_αC x_C, where g_α = [(ω+i0)² − K_α]⁻¹. Inserting it into the second gives

x_C = D Σ_α K_Cα x_α^free, D = [ω² − K_C − Σ_L − Σ_R]⁻¹, Σ_α = K_Cα g_α K_αC.

This describes the motion after the initial vibration of the junction has escaped into the baths. Such escape requires that the complete system has no vibration localized at the junction outside the bath bands. The positive-frequency part of the free motion is φ a/√(2ω) for each channel, so the component of x_C that varies as e^(−iωt) is D Σ K_Cβ φ_βn a_βn/√(2ω). The time integral selects this component and supplies a factor 2π. The negative-frequency part would need ω + ω′ = 0, which cannot happen for two positive frequencies. Therefore creation operators do not enter, and

b_αm = a_αm − i (π/ω) Σ_βn φ_αmᵀK_αC D K_Cβφ_βn a_βn.

Collect the vectors √(π/ω) K_Cαφ_αm as the columns of a real matrix W. Then b = Sa with

S = 1 − i WᵀDW.

The same matrix W gives the damping of the junction. In the spectral form of g_α each mode ω′ contributes φφᵀ/[(ω+i0)² − ω′²], whose imaginary part is −π δ(ω²−ω′²) φφᵀ = −(π/2ω) δ(ω−ω′) φφᵀ. Consequently

Γ_α = i(Σ_α − Σ_α†) = −2 Im Σ_α = W_αW_αᵀ,

where W_α holds the columns belonging to bath α. Let Γ = Γ_L + Γ_R. Subtracting the inverse matrices gives (D†)⁻¹ − D⁻¹ = Σ − Σ† = −iΓ, where Σ = Σ_L + Σ_R. Multiplication by D† on the left and D on the right gives

D − D† = −i D†ΓD, or D†ΓD = i(D − D†).

With this identity the scattering matrix is seen to be unitary:

S†S = 1 − iWᵀDW + iWᵀD†W + WᵀD†ΓDW
= 1 − iWᵀ(D − D†)W + iWᵀ(D − D†)W = 1.

The block that takes incoming waves on the left to outgoing waves on the right is S_RL = −iW_RᵀDW_L. Let T_j(ω) be the eigenvalues of

S_RL†S_RL = W_LᵀD†Γ_R D W_L.

Unitarity places them between zero and one. Because XY and YX have the same nonzero eigenvalues, the nonzero T_j are also the eigenvalues of DΓ_LD†Γ_R. They are the transmission probabilities of the junction, and their sum is Tr[DΓ_LD†Γ_R].

A chain with one channel in each bath provides a worked case. Its parameters are round numbers that do not stand for a particular material. Every atom has mass 30 u. Neighbouring bath atoms are joined by springs k = 2 eV/Å², and each bath atom is also held to its site by a spring of 0.5 eV/Å². The junction consists of two atoms with on-site springs of 2.5, joined by a spring of 2, with contact springs of 1.2 on the left and 0.8 on the right, all in eV/Å². The natural energy unit is e₀ = ħ√(k/m) = 0.016694 eV. Dividing every spring by k gives the pure numbers κ₀ = 0.25 for the bath sites, κ_C = 1.25 for the junction sites, κ_M = 1, κ_L = 0.6 and κ_R = 0.4. Frequencies are then measured in units of e₀.

A wave with phase advance q per atom has

ω² = κ₀ + 2 − 2 cos q, 0 < q < π.

The band therefore runs from e₀√0.25 = 0.00835 eV to e₀√4.25 = 0.03441 eV. To obtain Σ_L, first take a half-infinite chain whose end atom has the full diagonal element κ₀ + 2. Adding one more such atom reproduces the same chain, so the Green function g of its end atom obeys

g = 1/(ω² − κ₀ − 2 − g) = 1/(−2 cos q − g).

This is g² + 2g cos q + 1 = 0, with solutions −e^(±iq). The causal solution has a negative imaginary part, which selects g = −e^(iq). The bath atom next to the junction has the diagonal element κ₀ + 1 + κ_L instead, and its Green function is

g_L = 1/(ω² − κ₀ − 1 − κ_L + e^(iq)) = 1/(1 − κ_L − e^(−iq)).

Then Σ_L = κ_L²g_L. The right side follows with κ_R in place of κ_L. With

d₁ = ω² − κ_C − κ_L − κ_M − Σ_L, d₂ = ω² − κ_C − κ_R − κ_M − Σ_R,

the inverse of D has diagonal elements d₁ and d₂ and off-diagonal elements κ_M. Inverting this two-by-two matrix gives

T(ω) = Γ_LΓ_R κ_M²/|d₁d₂ − κ_M²|².

The transmission is 0.038 at 0.0117 eV, 0.120 at 0.0181 eV, 0.443 at 0.0242 eV, 0.068 at 0.0293 eV and 0.372 at 0.0328 eV. The junction thus transmits very unevenly across the band. Solving the equations of motion directly for a wave that arrives from the left, with unknown reflected and transmitted amplitudes, gives the same transmission and reflection at all five wave numbers tested.

At the band bottom both Γ_L and Γ_R vanish in proportion to q, so T falls as q² unless the denominator vanishes too. For q → 0 one has Σ_L = −κ_L and Σ_R = −κ_R, hence d₁ = d₂ = κ₀ − κ_C − κ_M. The denominator d₁d₂ − κ_M² is nonzero here, but it vanishes when κ_C = κ₀. In that case all atoms can move together without stretching any spring between neighbours, and the calculated transmission near the band bottom is close to one. These two junctions treat slow waves in opposite ways, which makes them a useful pair for examining how the long-time limit is reached.

## The generating function, its symmetry and its limits

A harmonic junction C connects baths L and R with inverse temperatures β_L and β_R, and A = β_R − β_L, in units with ħ = k_B = 1. The heat Q is the energy lost by the left bath between measurements at times 0 and t. Its generating function is Z_t(u) = ⟨e^(uQ)⟩, and G(u) is the long-time growth rate of ln Z_t(u). At each frequency ω the incoming bath amplitudes a and the outgoing amplitudes b are related by b = Sa, with S unitary. The transmission probabilities T_j(ω) are the eigenvalues of S_RL†S_RL. What remains is to turn scattering into counting.

Divide the frequency axis into narrow bins of width δ. Within one bin, build packet operators

A_k = δ^(−1/2) ∫_bin dω e^(−iωτ_k) a(ω), τ_k = 2πk/δ,

with k an integer. Their commutators are [A_k, A_k′†] = δ_kk′, because the phase factors are orthogonal over the bin. The packet A_k reaches the junction near time τ_k. Successive packets are separated by 2π/δ, so a time t contains tδ/(2π) of them per channel and bin. A packet that arrives well inside the interval is in a bath at both measurements: it is incoming at the first and outgoing at the second. Packets that arrive before or after the interval contribute equally to both readings and cancel. Those near the two ends of the interval are not treated correctly, but their number does not grow with t. Let t → ∞ first and δ → 0 afterwards, so that ω and S are constant within a bin. The logarithm of Z_t is then a sum over independent packets, and

G(u) = ∫₀^∞ (dω/2π) ln z(ω),

z(ω) = ⟨e^(uω a†Pa) e^(−uω b†Pb)⟩.

Here P projects on the left channels, and the average is over thermal incoming packets. This is an asymptotic counting argument, and its result is compared below with a calculation that makes no use of scattering.

The average requires a trace of exponentials of boson operators. The operator e^(a†Xa) changes a one-particle state by the matrix e^X, and it acts in the same way on each particle of a many-particle state. A product of such operators therefore acts on each particle through the product M of the corresponding matrices. If M has eigenvalues μ_i, the trace over all occupation numbers is

Π_i Σ_n μ_iⁿ = Π_i 1/(1 − μ_i) = 1/det(1 − M),

where each geometric series converges for |μ_i| < 1. The thermal state corresponds to the diagonal matrix F, with entries f_L = e^(−β_Lω) in left channels and f_R = e^(−β_Rω) in right channels, and it has the normalization det(1 − F). Since b†Pb = a†S†PSa, the average becomes

z = det(1 − F)/det(1 − M), M = F e^(uωP) S†e^(−uωP)S.

Put y = e^(uω) and Π = S†PS. Both P and Π are projectors, and

S†e^(−uωP)S = 1 + (1/y − 1)Π.

The left block of Π is Π_LL = S_LL†S_LL = 1 − S_RL†S_RL, by unitarity. Choose left vectors e_j in which it is diagonal, with entries 1 − T_j. Since Π² = Π, the vector Π_RLe_j has squared length

(1 − T_j) − (1 − T_j)² = T_j(1 − T_j).

For 0 < T_j < 1 its normalized form is a right vector h_j. The right-left block of Π² = Π reads Π_RLΠ_LL + Π_RRΠ_RL = Π_RL. Applied to e_j, it gives Π_RRh_j = T_jh_j. In the plane of e_j and h_j, therefore,

Π = [[1 − T_j, c_j], [c_j, T_j]], c_j² = T_j(1 − T_j).

Different planes do not mix, so the determinant is a product over them. In one plane, dropping the index j, M = diag(f_Ly, f_R)[1 + (1/y − 1)Π]. Its trace is

tr M = f_L[y + (1 − y)(1 − T)] + f_R[1 + T(1/y − 1)]
= f_L[1 + T(y − 1)] + f_R[1 + T(1/y − 1)].

The projector has eigenvalues 1 and 0 in this plane, so the bracket in M has determinant 1/y, and det M = f_Lf_R. For a two-by-two matrix det(1 − M) = 1 − tr M + det M, which gives

det(1 − M) = (1 − f_L)(1 − f_R) − T[f_L(y − 1) + f_R(1/y − 1)].

Divide by (1 − f_L)(1 − f_R), and use n_α = f_α/(1 − f_α) and 1 + n_α = 1/(1 − f_α) for the Bose occupations. Each plane contributes 1/(1 − T_jB) to z, where

B(ω,u) = n_L(1+n_R)(e^(uω) − 1) + n_R(1+n_L)(e^(−uω) − 1).

The cases T_j = 0 and T_j = 1 fit the same expression. For T_j = 0 the vector e_j is fully reflected and its factor is one. For T_j = 1 one has Πe_j = 0. The trace of Π, which equals the number of left channels, then requires a fully transmitted right vector as partner. The pair gives (1 − f_Ly)(1 − f_R/y), which is the determinant above at T = 1. Right vectors left over have Π = 0 and contribute one. Hence

G(u) = −∫₀^∞ (dω/2π) Σ_j ln[1 − T_j(ω)B(ω,u)].

For one channel, direct summation over occupation numbers reproduces the factor 1/(1 − TB). A random unitary matrix with two left and three right channels confirms the reduction to the T_j.

The symmetry is now a property of B. For Bose occupations (1 + n_α)/n_α = e^(β_αω), so

n_L(1+n_R) = e^(Aω) n_R(1+n_L).

Under u → −A − u the first exponential term of B becomes

n_L(1+n_R)e^(−Aω−uω) = n_R(1+n_L)e^(−uω),

and the second becomes

n_R(1+n_L)e^(Aω+uω) = n_L(1+n_R)e^(uω).

The two terms change places and the constants stay as they were. Thus B(ω,−A−u) = B(ω,u) at every frequency, and

G(u) = G(−A − u).

For an imaginary parameter u = iξ the map reads ξ → −ξ + iA. The transmission determines the shape of G but not the centre of its symmetry, u = −A/2.

The logarithm must have a positive argument. Since 1 − TB is linear in T, it is positive for all 0 ≤ T ≤ 1 if 1 − B is positive. Multiplying out confirms that

1 − B = (1 + n_L − n_Le^(uω))(1 + n_R − n_Re^(−uω)).

Both factors are positive for −β_R < u < β_L, and the map u → −A − u exchanges the ends of this interval. This keeps the integral finite; it does not guarantee that the average Z_t(u) exists on the whole interval, a point taken up at the end. Two limits show the structure. For weak transmission G is approximately the integral of ΣT_jB/(2π), which describes independent quanta crossing in both directions with rates in the ratio e^(Aω). For high temperatures n_α ≈ 1/(β_αω), and expanding B for small ω gives B ≈ u(u + A)/(β_Lβ_R), which is visibly symmetric.

The first derivative at u = 0 is the mean heat current,

J = G′(0) = ∫₀^∞ (dω/2π) ω Σ_jT_j(n_L − n_R),

because ∂B/∂u = ω[n_L(1+n_R) − n_R(1+n_L)] = ω(n_L − n_R) there. In the example k_BT is 0.012 eV on the left and 0.008 eV on the right, so β_L = 83.33 eV⁻¹, β_R = 125.00 eV⁻¹ and A = 41.67 eV⁻¹. The current is 0.00309 eV/ps, or 0.495 nW, and the entropy production rate AJ is 41.67 × 0.003089 = 0.129 k_B/ps.

The symmetry also relates noise to response. Since G(0) = 0, it follows that G(−A) = 0. Expanding this for a small temperature difference gives 0 = −AJ + ½A²G″(0) + O(A³), and hence

G″(0) = 2 dJ/dA at A = 0.

With both baths at k_BT = 0.0096 eV, both sides are 1.390×10⁻⁴ eV²/ps.

The statement about probabilities follows from the rate function. At long times the probability of Q ≈ qt behaves as e^(tφ(q)), with

φ(q) = min over u of [G(u) − uq],

if the minimum lies where Z_t is finite. Substituting u = −A − w and using the symmetry gives

φ(q) = min over w of [G(w) + Aq + wq] = Aq + φ(−q).

A transfer qt is therefore more probable than −qt by the factor e^(Aqt), to leading exponential order, provided the minima for both q and −q lie where Z_t is finite. For q = J/2 the example has φ(q) = −0.0076 ps⁻¹ and φ(−q) = −0.0720 ps⁻¹. Their difference is 0.0644 ps⁻¹, which equals AJ/2. After 100 ps the exponent is 6.4 and the ratio is about 600, apart from factors that do not grow exponentially.

An independent value of G comes from a long but finite chain. If a product E of exponentials of quadratic operators transforms z = (x, p) as E⁻¹zE = Mz, with M now a matrix in phase space, its trace is |det(M − 1)|^(−1/2). For one oscillator M has eigenvalues e^(±βω), and this gives the familiar 1/[2 sinh(βω/2)]. Hence ln Z_t follows from determinants without wave packets or transmission. Its mean growth rate between 5.13 and 10.25 ps, before reflections return, compares with the formula as follows:

u/A = −1.50: formula 0.1042, chain 0.1048 ps⁻¹
u/A = −1.00: formula 0, chain 0.0001 ps⁻¹
u/A = −0.75: formula −0.0237, chain −0.0236 ps⁻¹
u/A = −0.50: formula −0.0314, chain −0.0314 ps⁻¹
u/A = −0.25: formula −0.0237, chain −0.0237 ps⁻¹
u/A = 0.50: formula 0.1042, chain 0.1043 ps⁻¹

The largest difference, at u = −1.5A, is 0.5% of G there. It is a finite-time effect: in earlier time windows the difference reached 0.117 ps⁻¹, more than G itself. For the junction whose on-site springs equal those of the baths, the corresponding difference falls from 0.057 to 0.0008 ps⁻¹. It is smaller than that of the first junction in the early windows compared, which begin between 0.79 and 0.95 ps, and slightly larger in the last one. The order can differ in other windows. These numbers do not identify which motions cause the remainder.

At finite time, counting in one bath does not satisfy the symmetry by itself. The formula gives G(−A) = 0, yet ln⟨e^(−AQ)⟩ is 0.1794 at 5.13 ps and 0.1801 at 10.25 ps, so the average is about 1.20 instead of one. The finite-time identity holds when the energies of both baths and the junction are counted together. Counting one bath omits the energy exchanged with the junction and the coupling. Here the resulting offset hardly changes while the time doubles, so its share in the growth rate becomes small.

The offset can also become infinite. Suppose the junction starts at a high temperature 1/β_C. It holds an energy E with a weight that falls roughly as e^(−β_CE). If a fraction r of this energy enters the left bath, it contributes −rE to Q. For negative u the average then contains e^(|u|rE), which outgrows the thermal weight when |u|r > β_C. With k_BT = 0.1 eV in the junction, β_C is 10 eV⁻¹, and since r cannot exceed one once the coupling energy is negligible, this estimate puts the divergence beyond |u| = 10 eV⁻¹. The finite-chain calculation at 2.37 ps finds it at u = −12.3 eV⁻¹, and from about 5 ps on it stays near −11.6 eV⁻¹, well inside the interval from −A to 0. The estimate is not a general bound, because it leaves out the initial energy of the baths and the coupling.

The integral formula for G remains finite and symmetric at that point, but it no longer gives the growth rate of an average that does not exist. The reversed mean current shows the consequence. Differentiating the symmetry gives G′(−A) = −G′(0) = −J, so the minimum that determines φ(−J) lies at u = −A, beyond the divergence. The ratio of the probabilities for transfers Jt and −Jt then cannot be inferred from the symmetry of the integral. The junction need not be very hot for this: the divergence reaches u = −A when it starts at about k_BT = 0.027 eV. When the junction starts at k_BT = 0.0096 eV, the average is finite between −1.5A and 0.5A, and the comparison above applies. It still diverges near u = −84 eV⁻¹ at long times, inside the interval that ends at −β_R = −125 eV⁻¹ and short of β_C = 104 eV⁻¹. The mirror point is u ≈ 43 eV⁻¹, so for transfer rates above G′ at that point the ratio e^(Aqt) cannot be inferred for this junction either.

Numbers as computed

```
bath spring            2.00 eV/angstrom^2
bath on-site spring    0.50 eV/angstrom^2
junction on-site       2.50 eV/angstrom^2
left contact spring    1.20 eV/angstrom^2
middle spring          2.00 eV/angstrom^2
right contact spring   0.80 eV/angstrom^2
atomic mass            30.0 u
k_B T left, right      0.012, 0.008 eV
k_B T junction (start) 0.0096 eV
energy unit e0         0.016694 eV
band bottom, top       0.00835, 0.03441 eV
inverse temp. left     83.333 1/eV
inverse temp. right    125.000 1/eV
affinity A             41.667 1/eV
transmission at 0.01174 eV: 0.03807 (no unit)
transmission at 0.01805 eV: 0.12007 (no unit)
transmission at 0.02424 eV: 0.44303 (no unit)
transmission at 0.02931 eV: 0.06755 (no unit)
transmission at 0.03276 eV: 0.37169 (no unit)
mean heat current J    0.003089 eV/ps
J converted            0.4950 nW
noise G''(0)           1.6317e-04 eV^2/ps
entropy rate A*J       0.12873 k_B/ps
observation times      5.126, 10.252 ps
u/A (no unit), G formula (1/ps), exact finite-chain rate (1/ps):
   -1.50     0.1042484     0.1047813
   -1.00    -0.0000000     0.0001226
   -0.75    -0.0236881    -0.0236317
   -0.50    -0.0313887    -0.0313677
   -0.25    -0.0236881    -0.0236843
    0.50     0.1042484     0.1042843
ln<exp(-AQ)> at times  0.179444, 0.180072 (no unit)
joint symmetry error   2.3e-13 (no unit)
deviation of the rate at u = -1.5 A, early and late:
  main junction        1.17e-01, 5.33e-04 1/ps
  equal on-site springs 5.66e-02, 7.95e-04 1/ps
  G, equal springs     0.297745 1/ps
phi(+J/2)              -0.007609 1/ps
phi(-J/2)              -0.071971 1/ps
difference of phi      0.064363 1/ps
A*J/2                  0.064363 1/ps
equal-temp. noise      1.38989e-04 eV^2/ps
2 dJ/dA                1.38989e-04 eV^2/ps
hot junction k_B T     0.10 eV
hot-case test time     2.366 ps
average diverges at u  -12.284 1/eV
```
